# Constant static polarizability of doped graphene up to twice the Fermi wavevector: test program

```python
"""
Result under test: for massless Dirac electrons H = hbar v sigma.k at T = 0,
the static polarizability Pi(q), intraband plus interband, equals the density
of states D0 = g kF / (2 pi hbar v) for every 0 < q <= 2 kF.

Symbols: q wavevector, kF Fermi wavevector, g = 4 degeneracy, v velocity.
In the tests lengths are in 1/kF, energies in hbar v kF, and Pi in D0.
Band index 0 is the valence band, 1 the conduction band.
Energies and overlaps in the two-dimensional integrals come from numerical
diagonalization of H; closed formulas appear only on the other side.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import expit

# Double-exponential quadrature on (0, 1), suited to endpoint singularities
t_grid = np.linspace(-2.9, 2.9, 121)
X = expit(np.pi * np.sinh(t_grid))
W = ((t_grid[1] - t_grid[0]) * np.pi * np.cosh(t_grid)
     * X * expit(-np.pi * np.sinh(t_grid)))


def diagonalize(kx, ky):
    kx, ky = np.broadcast_arrays(kx, ky)
    h = np.zeros(kx.shape + (2, 2), dtype=complex)
    h[..., 0, 1] = kx - 1j * ky
    h[..., 1, 0] = kx + 1j * ky
    return np.linalg.eigh(h)


def pair(k, phi, q):
    """Energies at k and k+q, and squared overlaps F[..., s, s']."""
    kx, ky = k * np.cos(phi), k * np.sin(phi)
    e1, u1 = diagonalize(kx, ky)
    e2, u2 = diagonalize(kx + q, ky)
    amp = np.einsum('...is,...it->...st', u1.conj(), u2)
    return e1, e2, np.abs(amp) ** 2


def intraband(q):
    """Transitions from inside to outside the Fermi circle."""
    if q <= 1:
        pieces = [(1 - q, 1.0, False)]
    elif q < 2:
        pieces = [(0.0, q - 1, True), (q - 1, 1.0, False)]
    else:
        pieces = [(0.0, 1.0, True)]
    total = 0.0
    for low, high, all_angles in pieces:
        k = (low + (high - low) * X)[:, None]
        if all_angles:
            phi_max = np.full_like(k, np.pi)
        else:
            c = (1 - k**2 - q**2) / (2 * k * q)
            phi_max = np.arccos(np.clip(c, -1, 1))
        e1, e2, f = pair(k, phi_max * X[None, :], q)
        value = f[..., 1, 1] / (e2[..., 1] - e1[..., 1])
        weight = (high - low) * W[:, None] * phi_max * W[None, :]
        total += np.sum(weight * k * value)
    return 2 / np.pi * total


def radial_pieces(q, k_min):
    """Radial nodes and weights from k_min to infinity, split at q."""
    pieces = []
    if k_min < q:
        pieces.append((k_min + (q - k_min) * X, (q - k_min) * W))
    start = max(k_min, q)
    pieces.append((start / X, start * W / X**2))
    return pieces


def interband(q, k_min):
    """Valence to conduction states lying outside the circle k_min."""
    total = 0.0
    for k, wk in radial_pieces(q, k_min):
        e1, e2, f = pair(k[:, None], np.pi * X[None, :], q)
        value = f[..., 1, 0] / (e1[..., 1] - e2[..., 0])
        weight = (wk * k)[:, None] * np.pi * W[None, :]
        total += np.sum(weight * value)
    return 2 / np.pi * total


def thermal_direct(q, temp, mu):
    """All four band pairs with Fermi functions, from the definition."""
    total = 0.0
    for k, wk in radial_pieces(q, 0.0):
        e1, e2, f = pair(k[:, None], np.pi * X[None, :], q)
        value = 0.0
        for s in (0, 1):
            for r in (0, 1):
                a, b = e1[..., s], e2[..., r]
                diff = a - b
                near = np.abs(diff) < 1e-5
                safe = np.where(near, 1.0, diff)
                slope = -(expit((mu - a) / temp)
                          - expit((mu - b) / temp)) / safe
                z = ((a + b) / 2 - mu) / temp
                limit = expit(z) * expit(-z) / temp
                value = value + np.where(near, limit, slope) * f[..., s, r]
        weight = (wk * k)[:, None] * np.pi * W[None, :]
        total += np.sum(weight * value)
    return total / np.pi


def thermal_formula(q, temp, mu):
    def carriers(k):
        return expit((mu - k) / temp) + expit((-mu - k) / temp)

    def below(k):
        root = np.sqrt(max(0.0, 1 - 4 * k * k / q**2))
        return carriers(k) * (1 - root)
    first = quad(below, 0, q / 2, epsabs=1e-11)[0]
    second = quad(carriers, q / 2, q / 2 + 1 + 40 * temp,
                  epsabs=1e-11, limit=200)[0]
    return np.pi * q / 8 + first + second


def chemical_potential(temp):
    def excess(mu):
        def integrand(k):
            return k * (expit((mu - k) / temp) - expit((-mu - k) / temp))
        return quad(integrand, 0, 1 + 40 * temp, limit=200)[0] - 0.5
    return brentq(excess, 0.0, 1.5)


def above_formula(q):
    return (1 + np.pi * q / 8 - 0.5 * np.sqrt(1 - 4 / q**2)
            - q / 4 * np.arcsin(2 / q))


# The plateau, the vacuum part, and the range above 2 kF
table = []
for q in (0.25, 0.5, 1.0, 1.5, 1.9, 2.0, 3.0):
    intra, inter, vac = intraband(q), interband(q, 1.0), interband(q, 0.0)
    expected = 1.0 if q <= 2 else above_formula(q)
    assert abs(intra + inter - expected) < 1e-6, (q, intra, inter)
    assert abs(vac - np.pi * q / 8) < 1e-6, (q, vac)
    table.append((q, intra, inter, intra + inter, intra + inter - vac, vac))

# Angular average of the response of one shell, summed over final bands
def shell_response(phi, k, q):
    e1, e2, f = pair(np.array(k), np.array(phi), q)
    return q * (f[1, 1] / (e2[1] - e1[1]) + f[1, 0] / (e2[0] - e1[1]))


q_shell, k_out, k_in = 1.2, 1.0, 0.4
pole = np.arccos(-q_shell / (2 * k_out))
avg_out = quad(lambda p: (p - pole) * shell_response(p, k_out, q_shell),
               0, np.pi, weight='cauchy', wvar=pole)[0] / np.pi
avg_in = quad(lambda p: shell_response(p, k_in, q_shell),
              0, np.pi)[0] / np.pi
assert abs(avg_out - q_shell / (2 * k_out)) < 1e-6
root_in = np.sqrt(q_shell**2 - 4 * k_in**2)
assert abs(avg_in - (q_shell - root_in) / (2 * k_in)) < 1e-6

# Small-q interband law; the next order is smaller by a factor of order q^2
q_small = 0.1
inter_small = interband(q_small, 1.0)
assert abs(inter_small / (q_small**2 / 8) - 1) < 0.01

# Onset above 2 kF; the next order is smaller by a factor of order delta
delta = 0.01
q_onset = 2 * (1 + delta)
rise = intraband(q_onset) + interband(q_onset, 1.0) - 1
rise_law = 2 * np.sqrt(2) / 3 * delta**1.5
assert abs(rise / rise_law - 1) < 0.02

# Worked example: round parameters, rough regime of gated graphene
v = 1.0e6                 # m/s
density_cm = 4.0e12       # 1/cm^2
temperature = 300.0       # K
mobility_cm = 1.0e4       # cm^2/(V s)
kappa = 4.0               # background dielectric constant
bond = 0.142              # nm
g = 4
hbar_v = const.hbar * v / const.e * 1e9            # eV nm
k_f = np.sqrt(4 * np.pi * density_cm * 1e-14 / g)  # 1/nm
e_f = hbar_v * k_f                                 # eV
d0 = g * k_f / (2 * np.pi * hbar_v)                # 1/(eV nm^2)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
alpha = coulomb / (kappa * hbar_v)
q_tf = 2 * np.pi * coulomb * d0 / kappa            # 1/nm

# Temperature of use
temp = const.k * temperature / const.e / e_f
mu = chemical_potential(temp)
thermal = []
for q in (0.5, 1.0, 2.0):
    direct = thermal_direct(q, temp, mu)
    assert abs(direct - thermal_formula(q, temp, mu)) < 1e-6, q
    thermal.append((q, direct))

# Trigonal warping from the nearest-neighbour honeycomb band
angles = np.linspace(0, 2 * np.pi, 721)
bonds = bond * np.array([[1, 0], [-0.5, np.sqrt(3) / 2],
                         [-0.5, -np.sqrt(3) / 2]])
valley = np.array([0, 4 * np.pi / (3 * np.sqrt(3) * bond)])
ring = valley + k_f * np.column_stack([np.cos(angles), np.sin(angles)])
band = np.abs(np.exp(1j * ring @ bonds.T).sum(axis=1))
warping = (band.max() - band.min()) / (band.max() + band.min())
assert abs(warping / (k_f * bond / 4) - 1) < 0.05

# Finite band: share of the plateau at 2 kF from cone states beyond a
# cutoff that gives each of the two valleys half of the Brillouin zone
cell = 3 * np.sqrt(3) / 2 * bond**2
cutoff = np.sqrt((2 * np.pi)**2 / cell / (2 * np.pi))
ratio = cutoff / k_f
tail = interband(2.0, ratio)
assert abs(tail / (4 / (8 * ratio)) - 1) < 0.01

# Disorder broadening from the transport time
tau = mobility_cm * 1e-4 * e_f / v**2              # s
broadening = const.hbar / (2 * tau) / const.e      # eV

# Unscreened exchange with the filled valence band: change of the cone
# slope E/k between kF and 3 kF, relative to hbar v
def exchange(theta, x):
    return x * np.cos(theta) / np.sqrt(1 + x * x - 2 * x * np.cos(theta))


running = (alpha / (4 * np.pi)
           * 2 * dblquad(exchange, ratio / 3, ratio, 0, np.pi)[0])
assert abs(running / (alpha / 4 * np.log(3)) - 1) < 0.02

print(f"velocity v = {v:.1e} m/s")
print(f"carrier density n = {density_cm:.1e} 1/cm^2")
print(f"degeneracy g = {g}")
print(f"hbar v = {hbar_v:.4f} eV nm")
print(f"Fermi wavevector kF = {k_f:.4f} 1/nm")
print(f"plateau edge 2 kF = {2 * k_f:.4f} 1/nm")
print(f"Fermi energy EF = {e_f:.4f} eV")
print(f"plateau D0 = {d0:.4f} 1/(eV nm^2)")
print(f"plateau D0 = {d0 * 1e14:.3e} 1/(eV cm^2)")
print(f"background dielectric constant = {kappa:.1f}")
print(f"Coulomb coupling alpha = {alpha:.3f}")
print(f"Thomas-Fermi wavevector = {q_tf:.3f} 1/nm")
print("Parts of Pi in units of D0, by direct quadrature:")
print("q/kF   intra    inter    sum      carrier  vacuum")
for q, a, b, s, c, d in table:
    print(f"{q:4.2f} {a:8.5f} {b:8.5f} {s:8.5f} {c:8.5f} {d:8.5f}")
worst = max(abs(row[3] - 1) for row in table if row[0] <= 2)
print(f"largest deviation from 1 up to 2 kF = {worst:.1e}")
print(f"shell average, q=1.2 kF, k=1.0 kF: {avg_out:.5f}")
print(f"shell average, q=1.2 kF, k=0.4 kF: {avg_in:.5f}")
print(f"interband at q=0.1 kF: {inter_small:.6f} D0")
print(f"small-q law at q=0.1 kF: {q_small**2 / 8:.6f} D0")
print(f"rise at q=2.02 kF: {rise:.3e} D0")
print(f"onset law at q=2.02 kF: {rise_law:.3e} D0")
print(f"temperature = {temperature:.0f} K, kT/EF = {temp:.4f}")
print(f"chemical potential / EF = {mu:.4f}")
for q, value in thermal:
    print(f"Pi at 300 K, q={q:.1f} kF: {value:.4f} D0")
print(f"bond length = {bond:.3f} nm")
print(f"trigonal warping of energy at kF = +/-{100 * warping:.2f} %")
print(f"band cutoff = {cutoff:.2f} 1/nm")
print(f"share of Pi(2kF) beyond cutoff = {100 * tail:.2f} %")
print(f"mobility = {mobility_cm:.0f} cm^2/(V s)")
print(f"transport time = {tau * 1e15:.0f} fs")
print(f"broadening hbar/(2 tau) = {broadening * 1e3:.2f} meV")
print(f"broadening / EF = {100 * broadening / e_f:.2f} %")
print(f"exchange slope change, kF to 3 kF = {100 * running:.1f} %")
print("all good")
```

Output:

```
velocity v = 1.0e+06 m/s
carrier density n = 4.0e+12 1/cm^2
degeneracy g = 4
hbar v = 0.6582 eV nm
Fermi wavevector kF = 0.3545 1/nm
plateau edge 2 kF = 0.7090 1/nm
Fermi energy EF = 0.2333 eV
plateau D0 = 0.3429 1/(eV nm^2)
plateau D0 = 3.429e+13 1/(eV cm^2)
background dielectric constant = 4.0
Coulomb coupling alpha = 0.547
Thomas-Fermi wavevector = 0.776 1/nm
Parts of Pi in units of D0, by direct quadrature:
q/kF   intra    inter    sum      carrier  vacuum
0.25  0.99214  0.00786  1.00000  0.90183  0.09817
0.50  0.96788  0.03212  1.00000  0.80365  0.19635
1.00  0.85501  0.14499  1.00000  0.60730  0.39270
1.50  0.62786  0.37214  1.00000  0.41095  0.58905
1.90  0.44202  0.55798  1.00000  0.25387  0.74613
2.00  0.39642  0.60358  1.00000  0.21460  0.78540
3.00  0.21477  1.04335  1.25812  0.08003  1.17810
largest deviation from 1 up to 2 kF = 1.0e-11
shell average, q=1.2 kF, k=1.0 kF: 0.60000
shell average, q=1.2 kF, k=0.4 kF: 0.38197
interband at q=0.1 kF: 0.001251 D0
small-q law at q=0.1 kF: 0.001250 D0
rise at q=2.02 kF: 9.367e-04 D0
onset law at q=2.02 kF: 9.428e-04 D0
temperature = 300 K, kT/EF = 0.1108
chemical potential / EF = 0.9796
Pi at 300 K, q=0.5 kF: 0.9797 D0
Pi at 300 K, q=1.0 kF: 0.9804 D0
Pi at 300 K, q=2.0 kF: 1.0184 D0
bond length = 0.142 nm
trigonal warping of energy at kF = +/-1.26 %
band cutoff = 10.95 1/nm
share of Pi(2kF) beyond cutoff = 1.62 %
mobility = 10000 cm^2/(V s)
transport time = 233 fs
broadening hbar/(2 tau) = 1.41 meV
broadening / EF = 0.60 %
exchange slope change, kF to 3 kF = 15.0 %
all good
```
